# Comment on the Einstein relation for hot-carrier diffusion

**The argument under review.** A manuscript considers a packet of carriers drifting in a strong uniform field. It takes the mobility $\mu=v_d/E$ at that field and obtains the spreading from $D=\mu k_BT/q$, with $T$ the lattice temperature. Anticipating an objection, it adds that hot carriers need only the replacement of $T$ by the carrier temperature $T_e$, and that any difference between spreading along and across the field must reflect different temperatures in the two directions.

Each claim can be checked on a model whose distribution function is known at every field.

**1. The model**

Carriers of charge $q>0$ and mass $m$ occupy an isotropic parabolic band, are nondegenerate, and scatter from acoustic phonons of sound speed $s$. The field points along $+z$. Optical phonons and carrier-carrier collisions are left out.

Let $\hbar k=mv$. The squared coupling is proportional to the phonon wavenumber $Q$, and energy conservation contributes a factor $1/(kQ)$. With the volume element $Q^2dQ$, the rates are proportional to $k^{-1}\int Q^2(N+1)\,dQ$ for emission and $k^{-1}\int Q^2N\,dQ$ for absorption. The upper limits are $2k\mp2ms/\hbar$, respectively. For $\hbar sQ\ll k_BT$, $N\simeq k_BT/\hbar sQ-\tfrac12$. Then:

- The total rate is proportional to $k^{-1}\int_0^{2k}2Q\,(k_BT/\hbar s)\,dQ=4k\,k_BT/\hbar s$. It grows as $v$, so it is $v/\lambda$ with a constant mean free path $\lambda$.
- The weight $Q\,dQ$ means isotropic scattering, because $Q^2=2k^2(1-\cos\chi)$ for deflection $\chi$. Hence $\langle Q^2\rangle=2k^2$. Half the mean squared energy change per collision is $m^2s^2v^2$; dividing by $(mv)^2$ and multiplying by the rate gives a speed diffusion coefficient $s^2v/\lambda$.
- For the mean energy change, weight both integrands by the phonon energy $\hbar sQ$. Absorption minus emission then gives $k^{-1}[-4\hbar sk^4+16msk^2k_BT/\hbar]$. The second term comes from the different upper limits. Division by the total rate gives a mean energy gain per collision of $2ms^2(2-\varepsilon/k_BT)$, where $\varepsilon=mv^2/2$.

Now use $c=\sqrt{k_BT/m}$, $u=v/c$, lengths in $\lambda$ and times in $\lambda/c$. Define
$$\mathcal E=\frac{qE\lambda}{k_BT},\qquad \delta=\frac{ms^2}{k_BT}\ll1,\qquad \beta=\frac{\mathcal E^2}{3\delta}.$$
Since $\delta$ is small, collisions randomize direction much faster than they change energy, and $f=f_0(u)+f_1(u)\cos\alpha$, with $\alpha$ the angle between velocity and field, suffices to leading order. The $\cos\alpha$ part of the Boltzmann equation, with $f_1$ following $f_0$ quasi-statically, is
$$u\,\partial_zf_0+\mathcal E f_0'=-uf_1,$$
where a prime is $d/du$. The angular average is
$$\partial_tf_0+\frac u3\partial_zf_1+\frac{\mathcal E}{3u^2}(u^2f_1)'=\frac{\delta}{u^2}\left[u^3(f_0'+uf_0)\right]'.$$
On the right is the speed diffusion found above, with the friction that makes a Maxwellian stationary at zero field.

**2. Uniform state and transverse diffusion**

Without gradients, $f_0=F$ and $f_1=-(\mathcal E/u)F'$. Integrating the second equation once, with no flux at $u=0$, gives $-\mathcal E^2uF'/3=\delta u^3(F'+uF)$. Dividing by $\delta u$,
$$\frac{F'}F=-\frac{u^3}{u^2+\beta}=-u+\frac{\beta u}{u^2+\beta},\qquad F\propto e^{-u^2/2}\left(1+\frac{u^2}\beta\right)^{\beta/2}.$$
This is Maxwellian for $\beta\to0$. For large $\beta$, expanding the logarithm leaves $F\propto e^{-u^4/4\beta}$.

Normalize by $\int_0^\infty u^2F\,du=1$, write $\langle X\rangle=\int u^2FX\,du$, and let $a=\langle1/u\rangle$. Integrals without limits run from 0 to $\infty$. The drift velocity is
$$W=\frac13\int u^3f_1\,du=-\frac{\mathcal E}3\int u^2F'\,du=\frac{2\mathcal E}3a .$$
Thus $\mu=(q\lambda/mc)\,w$ with $w=2a/3$. The carrier temperature is defined by $\theta=T_e/T=\langle u^2\rangle/3$.

A density gradient across the field produces a perpendicular component $f_{1x}=-\partial_xf_0$. Its flux is $-\tfrac13\langle u\rangle\partial_xn$, so in units of $\lambda c$
$$D_T=\tfrac13\langle u\rangle .$$
In the same units $\mu k_BT/q$ is $w$. For a Maxwellian $\langle u\rangle=2\sqrt{2/\pi}$ and $a=\sqrt{2/\pi}$, so $D_T=w$: the Einstein relation holds at equilibrium.

**3. A gradient along the field**

Write $n_z=\partial_zn$ and $f_0=nF+n_zG$, with $\int u^2G\,du=0$ so that $n$ remains the density. Then
$$f_1=-n\frac{\mathcal E}uF'-n_z\left(F+\frac{\mathcal E}uG'\right).$$
To first order $\partial_tn=-Wn_z$. Collecting terms in $n_z$, multiplying by $u^2$ and integrating from 0 to $u$,
$$-W\!\int_0^u\!t^2F\,dt-\frac{\mathcal E}3\!\int_0^u\!t^2F'\,dt-\frac{\mathcal E}3(u^2F+\mathcal E uG')=\delta u^3(G'+uG).$$
Use $\int_0^ut^2F'dt=u^2F-2\int_0^utF\,dt$ and $W=2\mathcal E a/3$, and define
$$P(u)=\int_0^u(t-at^2)F\,dt .$$
With $\mathcal E^2/3=\delta\beta$, the equation becomes
$$\delta\left[u(u^2+\beta)G'+u^4G\right]=\frac{2\mathcal E}3(P-u^2F).$$
Put $G=Fg$. Since $(u^2+\beta)F'=-u^3F$, the terms in undifferentiated $g$ cancel:
$$g'=\frac{2\mathcal E}{3\delta}\,\frac{P-u^2F}{u(u^2+\beta)F}.$$

The flux is $\tfrac13\int u^3f_1du=Wn-D_Ln_z$. Its gradient part, after integrating $\int u^2G'du=-2\int uG\,du$, gives
$$D_L=D_T-\frac{2\mathcal E}3\int uG\,du .$$
The last term is minus the field times the change in local mobility per unit relative gradient $n_z/n$. To evaluate it, subtract $a\int u^2G\,du=0$ and integrate by parts, with $P(0)=P(\infty)=0$: $\int uG\,du=\int P'g\,du=-\int Pg'\,du$. Therefore
$$D_L=D_T+\frac{4\beta}3\int_0^\infty\frac{P(P-u^2F)}{u(u^2+\beta)F}\,du .$$
The drift and this $D_L$ were tested against the leading eigenvalue of the discretized kinetic equation for profiles $e^{kz}$, a calculation that does not use $G$. For small real $k$ this eigenvalue is the growth rate $-Wk+D_Lk^2$, so runs at $\pm k$ separate drift from diffusion.

The eigenmodes also show the mechanism. In all four tested cases $d\theta/dk<0$: carriers are hotter where density falls along the drift, at the front of the packet. Here mobility decreases with heating. The field-driven part of the velocity is therefore lower at the front and higher at the rear than at the center. This opposes longitudinal spreading without stopping it.

This answers the manuscript's third claim. To leading order in $\delta$ the velocity spread is the same in all directions, yet $D_L\ne D_T$. A trajectory simulation at strong field, without the two-term expansion and with about 2% energy loss per mean free path, gives $D_L/D_T=0.517$ and a temperature ratio of 1.016. The small-loss formula gives 0.491; the difference lies within the tolerance allowed for sampling and finite loss.

**4. What differential mobility predicts**

Let $\gamma=d\ln\mu/d\ln E$, so $dv_d/dE=\mu(1+\gamma)$. Suppose mobility and energy-loss rate $L$ depend only on local mean energy $\bar\varepsilon$. In ordinary units, with $r=n_z/n$, the mean velocity $V$ obeys
$$V=\mu(\bar\varepsilon)E-D_Tr .$$
Let $h$ be the energy flux divided by the particle flux in the uniform state. The energy equation is $\partial_t(n\bar\varepsilon)+\partial_z(nv_dh)=qEnV-nL$. At first order $\partial_tn=-v_dn_z$, hence
$$L(\bar\varepsilon)=qEV-v_d(h-\bar\varepsilon)r .$$
If $h-\bar\varepsilon=qD_T/\mu$, both equations take their uniform form in an effective field $E'=E-(D_T/\mu)r$, since to first order $V=\mu E'$ and $L=qE'V$. Thus $V=v_d(E')$, and expansion gives
$$D_L\simeq\frac{D_T}\mu\frac{dv_d}{dE}=D_T(1+\gamma).$$
If also $D_T=\mu k_BT_e/q$, the condition on $h$ becomes $h=\bar\varepsilon+k_BT_e=\tfrac52k_BT_e$, meaning no heat flow beyond convection and pressure work. The result is then the differential-mobility formula:
$$D_L\simeq\frac{k_BT_e}q\frac{dv_d}{dE}.$$

These are closures, not identities. In the present model
$$\frac h{k_BT}=\frac{-(\mathcal E/6)\int u^4F'du}{W}=\frac{\langle u\rangle}a ,$$
so that $h$ is $2k_BT_e$ at weak field and $2.29k_BT_e$ at strong field, rather than $2.5k_BT_e$. Define the correction $\Delta$ through $D_L/D_T=1+(1+\Delta)\gamma$.

The slope follows from $\partial_\beta\ln F=H$, where $H'=u^3/(u^2+\beta)^2$ and normalization requires $\int u^2FH\,du=0$. The same integration by parts gives $da/d\beta=-\int PH'du$. Since $\beta\propto E^2$,
$$\gamma=-\frac{2\beta}a\int_0^\infty\frac{Pu^3}{(u^2+\beta)^2}\,du .$$
$P$ rises until $u=1/a$ and then falls back to zero, so it is positive and $\gamma<0$.

*Weak field.* The integral tends to $\int(P/u)\,du=-\int P'\ln u\,du$. With $x=u^2/2$, this is $a/2$ times the difference between the means of $\ln x$ under weights $x^{1/2}e^{-x}$ and $e^{-x}$. That difference is $\psi(3/2)-\psi(1)=2-2\ln2$, where $\psi$ is the digamma function. Hence $\gamma\to-2\beta(1-\ln2)$. Numerically $\Delta=-0.32$: the actual anisotropy is about two thirds of that predicted by $\gamma$ alone, although both vanish with the field.

*Strong field.* Speeds scale as $\beta^{1/4}$, so $w\propto\beta^{-1/4}\propto E^{-1/2}$ and $\gamma\to-1/2$. The kinetic result is $D_L/D_T=0.491$, or $\Delta=0.018$.

Energy transport contributes to $\Delta$ but does not determine it alone. Linearizing the two balance equations without imposing the condition on $h$ replaces the heating source $2qD_T/\mu$ by $qD_T/\mu+h-\bar\varepsilon$, and so
$$1+\Delta_{\rm bal}=\frac12\left[1+\frac{\mu(h-\bar\varepsilon)}{qD_T}\right].$$
Here $h=2qD_T/\mu$ and $\bar\varepsilon=\tfrac32k_BT_e$. At weak field this gives $1+\Delta_{\rm bal}=0.75$, against 0.68 from the kinetic equation. At strong field, where $qD_T/(\mu k_BT_e)=1.144$, it gives $1.5-0.75/1.144=0.84$, against 1.018. The remainder comes from describing the distribution by its mean energy alone; at strong field it more than cancels the energy-transport part. The close strong-field agreement of the simple ratio formula is therefore not evidence that its closure is satisfied.

**5. Numbers at 5 kV/cm**

Take round model parameters: $m=0.3m_e$, $T=300$ K, $\lambda=50$ nm and $s=5$ km/s. Then $\beta=1$ at 363.7 V/cm, and at 5 kV/cm $\beta=(5000/363.7)^2=189$. The model gives $\mu=423$ cm²/(V s), $T_e=2207$ K and $\gamma=-0.466$. The differential mobility is $423(1-0.466)=226$ cm²/(V s).

The kinetic values are $D_T=91.3$ and $D_L=48.4$ cm²/s. The competing estimates are:

- Lattice temperature: $423\times0.02585=10.9$ cm²/s, too small for $D_L$ by a factor 4.4.
- Carrier temperature: $10.93\times2207/300=80.4$ cm²/s, 66% above $D_L$ and 12% below $D_T$.
- $(k_BT_e/q)\,dv_d/dE$: $226\times0.02585\times2207/300=43.0$ cm²/s, 11% below $D_L$.
- $D_T(1+\gamma)$: $91.28\times0.5342=48.8$ cm²/s, 1% above $D_L$.

Over the scanned range $10^{-3}\le\beta\le10^6$, the largest errors relative to $D_L$ are 11% for the third estimate and 2.6% for the fourth. The third is worse at strong field because it also replaces $D_T$ by $\mu k_BT_e/q$, which is then too small by a factor that tends to 1.144. The scan describes the dimensionless equations. For the parameters above, its upper end, $\beta=10^6$, would be 364 kV/cm, outside the model's own assumptions: at the mean speed the largest phonon energy is $2\hbar sk=2\sqrt\delta\,\langle u\rangle k_BT$, which is $0.36\,k_BT$ at 5 kV/cm and about $3k_BT$ at $\beta=10^6$, so $\hbar sQ\ll k_BT$ and the constant mean free path no longer hold. Already at 5 kV/cm the mean energy $\tfrac32k_BT_e$ is 0.29 eV, where a single parabolic band is a poor description of most semiconductors.

Heating need not increase longitudinal diffusion. At 500 V/cm the carriers are at 415 K, but $D_L=30.4$ cm²/s, below the 32.7 cm²/s found at 10 V/cm. There the fall in differential mobility outweighs the rise in $T_e$.

At 5 kV/cm an initially narrow packet has widths $\sqrt{2Dt}$ after 1 ns of about 3.1 µm along the field and 4.3 µm across it, neglecting the early transient. The diffusion description requires times longer than energy relaxation. With $\langle u\rangle=3D_T/\lambda c=4.45$, the time to lose the carrier energy at the steady loss rate is roughly $(\lambda/c)/(2\delta\langle u\rangle)\approx28$ ps, during which the packet drifts 0.6 µm. This is a cautious scale: at fixed field a disturbance of the carrier temperature decays in about half that time, because hotter carriers lose energy faster and also gain less from the field. Shorter or steeper packets need the time-dependent kinetic equation. The omission of optical phonons is a more serious limit. Their energies in common semiconductors are a few tens of meV, comparable with $k_BT=26$ meV, so at room temperature they can dominate the energy loss even when heating is slight. The carrier temperatures and diffusion coefficients above therefore belong to the stated model and are not predictions for a real material at 300 K.

**6. Two controls and the required revision**

For constant collision frequency $\nu$, the field-driven flux is $-(\mathcal E/3\nu)\int u^3f_0'du=\mathcal En/\nu$, whatever the shape of $f_0$. Heating at the front cannot alter mobility, so $D_L=D_T=\theta/\nu=\mu k_BT_e/q$ in these units. The numerical case has $T_e/T=4$ and no resolved anisotropy. The replacement $T\to T_e$ is correct there, while the lattice-temperature formula still fails by a factor of four.

For $\nu\propto u^{-1/2}$ mobility rises with field. The tested case has $\gamma\approx0.27$ and $D_L/D_T\approx1.31$: the field-driven velocity is now higher at the hotter front, which enhances longitudinal spreading.

The manuscript should therefore report $D_L$ and $D_T$ separately. If only drift data and a carrier temperature are available, the differential-mobility formula gives a first estimate of $D_L$, whose error must be assessed for the scattering law in use. The 11% found here is not a general bound. In this model $v_d$ keeps growing as $E^{1/2}$, so $1+\gamma$ stays above $\tfrac12$. Where the drift velocity saturates the formula tends to zero, and where $dv_d/dE<0$ it is negative, although $D_L$, being the growth rate of a variance, cannot be negative. Real semiconductors reach these regimes at high field, and there the formula should not be used. The numerical output gives the remaining fields and checks.

## Computed values

```
phonons, v/c=1: gain/(m s^2) = 3.000 per collision
phonons, v/c=3: gain/(m s^2) = -5.000 per collision
beta | D_L/(lambda c): formula, eigenvalue | d theta/dk
   0.1 | 0.52307, 0.52308 | -0.0845
   1.0 | 0.49810, 0.49811 | -0.2259
  10.0 | 0.51853, 0.51854 | -0.5481
 200.0 | 0.79430, 0.79432 | -2.0167
weak field: D_L/D_T = 1.0000, slope = -0.000061, Delta = -0.3207
  energy carried per drifting carrier = 2.0000 kT_e
strong field: D_L/D_T = 0.4911, slope = -0.499952, Delta = 0.0179
  energy carried per drifting carrier = 2.2883 kT_e
strong field: D_T/(mu kT_e/q) = 1.1441
constant frequency: T_e/T = 4.000, D_L/D_T = 1.0005
frequency ~ u^-0.5: slope = 0.274, D_L/D_T = 1.309
trajectories: D_L/D_T = 0.517, T_L/T_T = 1.016
largest error of D_T(1+slope): -2.63 % at beta = 1.41
largest error of (kT_e/q)dv/dE: -11.15 % at beta = 63.1
m = 0.3 m_e, T = 300 K, lambda = 50 nm, s = 5 km/s
c = 123.11 km/s, delta = 0.001649, kT/q = 25.852 mV
lambda*c = 61.556 cm^2/s
field at beta=1: 363.71 V/cm
E V/cm | beta | v_d km/s | mu, dv/dE cm^2/Vs | T_e K | v_d/v_rms
10 | 0.0007559 | 0.127 | 1266.3, 1265.7 | 300.1 | 0.0006
200 | 0.3024 | 2.377 | 1188.7, 1071.8 | 325.8 | 0.0107
500 | 1.89 | 5.101 | 1020.3, 773.4 | 415.1 | 0.0203
1000 | 7.559 | 8.305 | 830.5, 542.3 | 599.4 | 0.0276
2000 | 30.24 | 12.718 | 635.9, 370.4 | 994.4 | 0.0328
5000 | 189 | 21.149 | 423.0, 226.0 | 2206.8 | 0.0366
Diffusion in cm^2/s; A=mu kT/q, B=mu kT_e/q,
C=(kT_e/q)dv/dE, R=D_T(1+slope)
E V/cm | D_T | D_L | A | B | C | R
10 | 32.75 | 32.74 | 32.74 | 32.74 | 32.73 | 32.73
200 | 34.30 | 31.55 | 30.73 | 33.37 | 30.09 | 30.93
500 | 39.05 | 30.38 | 26.38 | 36.49 | 27.66 | 29.60
1000 | 47.24 | 31.35 | 21.47 | 42.90 | 28.01 | 30.84
2000 | 61.10 | 35.70 | 16.44 | 54.49 | 31.74 | 35.59
5000 | 91.28 | 48.35 | 10.93 | 80.44 | 42.97 | 48.77
highest field: D_L/D_T = 0.5297, slope = -0.4658
highest field: D_L/(mu kT/q) = 4.422
```
